Exciton Unbinding under Yukawa Screening and a Debye Mott Density for GaAs

**Problem**

An electron and a hole in a semiconductor attract each other through a medium that also contains free carriers. The carriers turn the Coulomb attraction into a Yukawa potential,

V(r) = −e² exp(−r/λ)/(4πεr), ε = ε₀ε_r,

where λ is the screening length. Lengths are measured in exciton Bohr radii and energies in exciton Rydbergs:

a_B = 4πεħ²/(μe²), Ry = ħ²/(2μa_B²), s = λ/a_B.

Here μ is the reduced mass, 1/μ = 1/m_e + 1/m_h.

(a) Find the value s_c of s at which the 1s exciton ceases to be bound.

(b) The screening comes from a plasma of n free electrons and n free holes per volume at temperature T. Find the density n_M, called the Mott density here, at which the 1s state unbinds. Evaluate it for gallium arsenide at 300 K with the rough typical values m_e = 0.067 m₀, m_h = 0.5 m₀ and ε_r = 12.9.

(c) Judge how far the result can be trusted.

The bands are taken as isotropic and parabolic, and the pair has no total momentum. Energies are counted from the band edge of the plasma-filled crystal, so a rigid shift of the gap drops out.

**First estimate by scaling**

The plasma sets λ. Around a test charge Q with potential φ, classical carriers rearrange to densities n exp(eφ/k_BT) for electrons and n exp(−eφ/k_BT) for holes. To first order in φ the induced charge density is

ρ = e(n_h − n_e) ≈ −2ne²φ/(k_BT).

Away from the test charge, Poisson's equation ∇²φ = −ρ/ε becomes ∇²φ = φ/λ², with

1/λ² = 2ne²/(εk_BT).

The decaying solution is φ = Q exp(−r/λ)/(4πεr), the assumed Yukawa form. The factor 2 is present because both species screen. If λ = s a_B at the threshold, then

n = εk_BT/(2e²s²a_B²).

The definitions above give e²/(4πεa_B) = 2 Ry, hence e²/ε = 8πa_B Ry, and

n = k_BT/(16π Ry s² a_B³).

What remains is s. Confining the pair within λ costs a kinetic energy of order ħ²/(2μλ²) = Ry/s², while the attraction at that distance is of order 2 Ry/s. They balance at s = 1/2. Simply equating the screening length with the size of the exciton gives s = 1. Scaling thus says that s_c is of order one and cannot fix the factor. I take s = 1 as the estimate.

For the example, μ = 0.05908 m₀. With the hydrogen values 0.05292 nm and 13.606 eV,

a_B = (12.9/0.05908) × 0.05292 nm = 11.55 nm,
Ry = 13.606 eV × 0.05908/12.9² = 4.83 meV.

At 300 K, k_BT = 25.85 meV, so k_BT/Ry = 5.35. With a_B³ = 1542 nm³,

n(s = 1) = 5.35/(50.27 × 1542 nm³) = 6.9 × 10⁻⁵ nm⁻³ = 6.9 × 10¹⁶ cm⁻³.

The choice s = 1/2 would have given four times as much. Because n varies as 1/s², the number s_c is worth computing.

**Solution of the Yukawa problem**

*Radial equation.* For an s state write ψ = u(r)/r, with u(0) = 0. In exciton units, with ρ = r/a_B, the Schrödinger equation is

−d²u/dρ² − (2/ρ) exp(−ρ/s) u = (E/Ry) u.

Put x = ρ/s = r/λ and multiply by s². The potential term becomes s² × 2/(sx) = 2s/x, so

−u″ − 2s w(x) u = −γ²u, w(x) = exp(−x)/x, −E/Ry = (γ/s)².

Primes now denote derivatives with respect to x. At fixed ρ, a larger s makes the potential deeper everywhere. By the variational principle the ground state then lies lower, so there is one threshold: the state is bound above s_c and unbound below it.

*Threshold condition.* Outside the range of w a bound state behaves as exp(−γx). As γ → 0 this becomes a constant. At zero energy the general outer solution is A + Bx, and the threshold is therefore the value of s for which

u″ = −2s w u, u(0) = 0, u′(∞) = 0.

As long as s is too small to bind a 2s state as well, the sign of the final slope tells on which side of s_c a trial value lies. (Between the 2s threshold, s ≈ 3.22, and the 3s threshold the slope is positive again, but u then has two nodes.) If the slope ends negative, u must cross zero at some X. Use u up to X, and zero beyond, as a trial function. Integration by parts gives

∫₀ˣ (u′² − 2s w u²) dx = [uu′]₀ˣ − ∫₀ˣ u(u″ + 2s w u) dx = 0,

where the upper limit is X. The trial energy is zero, but the function has a kink at X and so is not an eigenfunction. The true ground state lies lower, at negative energy, and the exciton is bound.

If instead the zero-energy solution u stays positive, write any admissible function as f u. Then

(fu)′² = u²f′² + (f²uu′)′ − f²uu″ = u²f′² + (f²uu′)′ + 2s w f²u².

The total derivative integrates to zero for a function that vanishes at the origin and decays at infinity. What is left is

∫ [(fu)′² − 2s w (fu)²] dx = ∫ u²f′² dx ≥ 0,

so no bound state exists. A nodeless solution with zero final slope marks the 1s threshold.

*Shooting.* Near the origin w ≈ 1/x and u ≈ x, so u″ ≈ −2s and

u ≈ x − s x², u′ ≈ 1 − 2s x.

These values start the integration at a very small x. Carrying it to x = 40 gives

s = 0.80: u′(40) = +0.02370
s = 0.84: u′(40) = −0.00005
s = 0.88: u′(40) = −0.02208

Linear interpolation between the first two values gives

s_c ≈ 0.84 − 0.04 × 0.00005/0.02375 = 0.8399.

Refining the root gives s_c = 0.839904, and the solution there has no node. The end point matters if it is too near: demanding u′ = 0 at x = 5 gives 0.842073, at x = 10 it gives 0.839912, and at x = 20 it gives 0.839904. The error has a definite sign. Beyond the cutoff u″ is still negative, so the slope at the cutoff must be slightly positive if it is to reach zero at infinity. Forcing it to zero too early requires too large an s.

*An upper bound by hand.* Take u = ρ exp(−βρ), whose norm is ∫u²dρ = 1/(4β³). The kinetic integral is

∫ (1 − βρ)² exp(−2βρ) dρ = 1/(2β) − 1/(2β) + 1/(4β) = 1/(4β),

and the potential integral is −2∫ρ exp[−(2β + 1/s)ρ] dρ = −2/(2β + 1/s)². Dividing both by the norm,

E/Ry = β² − 8β³/(2β + 1/s)².

This vanishes when 1/s = √(8β) − 2β. The right side is largest where √2/√β = 2, that is at β = 1/2, and its value there is 1. One exponential therefore binds for every s > 1, which proves s_c ≤ 1. The density of the scaling estimate is thus a lower bound on n_M within the Debye model.

*A second route, in momentum space.* The Fourier transform of exp(−κρ)/ρ is 4π/(q² + κ²), with κ = 1/s. In exciton units, for binding energy b = −E/Ry,

(k² + b)ψ(k) = ∫ d³k′/(2π)³ 8π/(|k − k′|² + κ²) ψ(k′).

For an s state, integrate over the angle using |k − k′|² = k² + k′² − 2kk′c, where c is its cosine:

2π ∫₋₁¹ 8π dc/(k² + k′² − 2kk′c + κ²) = (8π²/kk′) L,
L = ln{[(k + k′)² + κ²]/[(k − k′)² + κ²]}.

With χ₀ = kψ this leaves (k² + b)χ₀(k) = (1/π)∫L χ₀(k′)dk′. Substituting k = p/s, and χ = √(p² + γ²) χ₀, turns it into a symmetric eigenvalue problem:

(1/s) χ(p) = (1/π) ∫₀^∞ L₁(p,p′) χ(p′) dp′/√[(p² + γ²)(p′² + γ²)],

where L₁ is L with κ = 1 and p in place of k. The smallest s that supports the state belongs to the largest eigenvalue. On a grid of momenta with γ = 0 it gives s_c = 0.839904, in agreement with shooting.

*How the binding disappears.* Let u₀ be the threshold solution, scaled so that u₀(∞) = 1, and u the bound solution for s slightly above s_c. From their equations,

(u₀u′ − uu₀′)′ = γ²u₀u − 2(s − s_c) w u₀u.

Integrated from 0 to ∞ the left side gives zero: both functions vanish at the origin, and u, u′ and u₀′ vanish at infinity. For small γ, u is close to u₀ inside the well and to exp(−γx) outside, so ∫u₀u dx ≈ 1/γ. To leading order

γ ≈ 2I(s − s_c), I = ∫ w u₀² dx = 0.4412.

The predicted ratio γ/(s − s_c) is 0.8825; the momentum-space equation at γ = 0.002 gives 0.8827. The binding energy therefore vanishes quadratically,

b ≈ [0.8825(s − s_c)/s]².

At s = 0.9 this is 0.0035, against 0.00352 from a diagonalization in a basis of exponentials. At s = 1 it is 0.0200 against 0.02057. Because the energy meets zero with zero slope, locating s_c by watching E go to zero is delicate. The slope condition crosses zero linearly.

*Weak screening.* In the opposite limit expand the potential:

−(2/ρ)exp(−ρ/s) = −2/ρ + 2/s − ρ/s² + …

The constant shifts the energy without changing the state. With the hydrogenic mean ⟨ρ⟩ = 3/2,

b ≈ 1 − 2/s + 3/(2s²).

For s = 10 this gives 0.815 against the computed 0.81412. For s = 2 it gives 0.375 against 0.29623, and the expansion is no longer useful.

*Mott density.* With s_c² = 0.7054,

n_M = 5.35/(50.27 × 0.7054 × 1542 nm³) = 9.8 × 10⁻⁵ nm⁻³.

The critical screening length is λ_c = 0.8399 × 11.55 nm = 9.70 nm, and

**n_M ≈ 9.8 × 10¹⁶ cm⁻³ = 9.8 × 10²² m⁻³.**

This counts free pairs. Bound excitons are neutral and are left out of the screening. At one tenth of this density λ is √10 times longer, s = 2.66, and the exciton is still bound by 2.04 meV, less than half of Ry.

**Comparison**

*Scaling against the solution.* The estimate s = 1 exceeds s_c by 19% of s_c. Since n ∝ 1/s², its density, 6.9 × 10¹⁶ cm⁻³, falls 29% below the solved one. Scaling gives the dependence on T, ε_r and μ; the Yukawa equation supplies the factor 1/s_c² = 1.42. That factor is accurate for the Yukawa potential, but the potential is itself an approximation.

*Restoring what Debye screening leaves out.* A static potential energy U of wavevector q mixes each carrier state k with k ± q. First-order perturbation theory, summed over occupied states, gives a density change −UΠ(q) for each species, with

Π(q) = 2∫ d³k/(2π)³ (f_k − f_{k+q})/(ε_{k+q} − ε_k).

Here f is the Fermi occupation and ε_k the carrier energy. Poisson's equation then replaces 1/(q² + κ²) by 1/[q² + κ²(q)], where κ²(q) = (e²/ε)(Π_e + Π_h). For q → 0, Π becomes ∂n/∂(chemical potential), which is n/(k_BT) for a classical gas, and Debye's result returns.

The plasma also occupies states that the exciton needs. For the operator that removes an electron and a hole from a given pair of states, the commutator with its adjoint is

(1 − n_e)(1 − n_h) − n_e n_h = 1 − n_e − n_h.

In the mean-field equation for the pair amplitude, the attraction is therefore multiplied by B_k = 1 − f_e − f_h. The same equation contains an exchange shift of the carrier energies. Its constant part is absorbed in the band edge; its variation with k is left out here. Evaluated with the statically screened interaction, it would lower the last density below by about 3%; with the bare Coulomb interaction, by about 6%. Writing ψ = √B times a new amplitude distributes this factor symmetrically, as √(B_kB_k′). Since dc = −q dq/(kk′), the logarithm L generalizes to

L = ∫ 2q dq/[q² + κ²(q)], from |k − k′| to k + k′.

At threshold the largest eigenvalue of the kernel √(B_kB_k′) L/(πkk′), in exciton units, equals one. Solving for the density, with the effects added in turn and the material parameters fixed, gives

Debye screening: 9.8 × 10¹⁶ cm⁻³
Fermi statistics at q → 0: 10.2 × 10¹⁶ cm⁻³
and finite wavevector: 10.4 × 10¹⁶ cm⁻³
and Pauli blocking: 7.6 × 10¹⁶ cm⁻³

The first two changes weaken the screening and raise the threshold by 6% in total. Blocking acts the other way and is larger: at n_M the electron state at k = 0 is already 20% occupied. The final value is 22% below the Debye one, and happens to lie nearer to the scaling estimate. That closeness is no support for s = 1, which contains none of these effects.

*Conditions of validity.* Debye screening assumes many carriers in a screening sphere. At threshold their number is

2n_M(4π/3)λ_c³ = s_c k_BT/(6 Ry) = 0.75.

The smooth screening cloud can therefore describe an average at best, and the corrections above, themselves mean-field, do not cure this. Static screening requires the plasma to respond faster than the pair moves. The plasmon energy ħ√(n_Me²/(εμ)) is 13.3 meV against Ry = 4.8 meV, but it is set mainly by the light electrons. With m_h in place of μ, the holes alone give 4.6 meV, which is no larger than Ry, although they supply half of the Debye screening. Treating the hole part as static is therefore doubtful. In the extreme case where the holes do not screen at all, the Debye value doubles to 2.0 × 10¹⁷ cm⁻³, and the value with Fermi statistics, finite wavevector and Pauli blocking rises from 7.6 × 10¹⁶ to 1.3 × 10¹⁷ cm⁻³.

Classical statistics require n well below the electron effective density of states N_c = 2(m_ek_BT/2πħ²)^(3/2). The formula makes n_M proportional to T, while N_c varies as T^(3/2), so the ratio worsens as T^(−1/2) on cooling. With masses and permittivity held fixed, n_M/N_c is 0.225 at 300 K, 0.44 at 77 K and 1.23 at 10 K. The 10 K value of the formula, 3.3 × 10¹⁵ cm⁻³, should not be used.

*The real material.* The parameters are typical of bulk gallium arsenide, but its valence band is not one isotropic parabola: heavy and light holes meet at the band edge and are coupled. A simple measure of the effect replaces 1/m_h by an averaged inverse mass of about 7/m₀, a rough value of the first Luttinger parameter. Then μ = 0.0456 m₀, and because n_M ∝ μ² at fixed ε_r and T, the Debye value falls to 5.8 × 10¹⁶ cm⁻³, or 0.60 of the original. This is the largest single reduction found here. It also lowers Ry to 3.7 meV; the measured binding energy is roughly 4 meV, between the two choices. Gallium arsenide lasers work at carrier densities of roughly 10¹⁸ cm⁻³, well above all these thresholds, so this model predicts no bound 1s exciton in a bulk active region. Quantum-well active regions, where confinement changes both binding and screening, lie outside this three-dimensional model.

A bound level also need not be populated. At 300 K k_BT is more than five times Ry, and collision broadening, which is not included, can hide a weakly bound level before it disappears. The corrections also add up: the averaged mass in μ, taken together with Fermi statistics, finite wavevector and Pauli blocking (with m_h = 0.5 m₀ kept in the occupations), gives 4.9 × 10¹⁶ cm⁻³. The density is best read as a scale, roughly 5 × 10¹⁶ to 10¹⁷ cm⁻³ at room temperature when both species screen statically, up to about twice as high if the holes are too slow to screen, and not as a sharp transition.

Computed results

```
Threshold of the Yukawa 1s state
final slope u'(40) at s=0.80: +0.02370
final slope u'(40) at s=0.84: -0.00005
final slope u'(40) at s=0.88: -0.02208
s_c with cutoff X=5: 0.842073
s_c with cutoff X=10: 0.839912
s_c with cutoff X=20: 0.839904
s_c, shooting, X=40: 0.839904
s_c, momentum space: 0.839904
1/s_c: 1.19061
s_c, one-exponential trial: 1.0000
integral I: 0.4412
gamma/(s-s_c), formula 2I: 0.8825
gamma/(s-s_c), numerical: 0.8827
binding at s=10.0: 0.81412 Ry
binding at s=5.0: 0.65362 Ry
binding at s=2.0: 0.29623 Ry
binding at s=1.0: 0.02057 Ry
binding at s=0.9: 0.00352 Ry
GaAs example (rough typical parameters)
electron mass 0.067 m0, hole mass 0.5 m0
relative permittivity 12.9, T = 300 K
reduced mass: 0.05908 m0
exciton Bohr radius: 11.554 nm
exciton Rydberg: 4.831 meV
thermal energy kT: 25.85 meV
critical screening length: 9.704 nm
Debye Mott density: 9.785e+16 cm^-3
Debye Mott density: 9.785e+22 m^-3
s at n_M/10: 2.656
binding at n_M/10: 2.043 meV
Neglected effects, added one after another
Debye, momentum space: 9.785e+16 cm^-3, ratio 1.000
Fermi statistics: 1.019e+17 cm^-3, ratio 1.042
+ finite wavevector: 1.038e+17 cm^-3, ratio 1.061
+ Pauli blocking: 7.607e+16 cm^-3, ratio 0.777
electron occupation at k=0, n_M: 0.196
carriers in screening sphere: 0.75
plasmon energy at n_M: 13.31 meV
Luttinger parameter (rough): 7
averaged reduced mass: 0.04561 m0
n_M with averaged mass: 5.831e+16 cm^-3
ratio to n_M: 0.596
T=300 K: n_M=9.79e+16 cm^-3, n_M/N_c=0.225
T=77 K: n_M=2.51e+16 cm^-3, n_M/N_c=0.444
T=10 K: n_M=3.26e+15 cm^-3, n_M/N_c=1.232
```
